\section*{Transverse Conductivity of a Two-Dimensional Electron Gas from Summed Angular Harmonics}

\section{The kinetic equation}

\textbf{Q.} Collisions between electrons conserve total momentum. How can their rate enter a static conductivity at all?

\textbf{A.} In a uniform field it does not, within the model below. In a field that varies across its own direction, neighbouring layers drift differently and electrons carry momentum between them. Collisions control how far it is carried.

Take a degenerate two-dimensional gas with a circular Fermi line, mass $m$, density $n$, Fermi speed $v$ and charge $-e$. The field is $E_y=E\,e^{ikx}$. I assume linear response, $k\ll k_F$ and $k_BT\ll\varepsilon_F$, and I neglect the Landau interaction between quasiparticles. Write
\begin{equation}
\delta f=\left(-\frac{\partial f_0}{\partial\varepsilon}\right)\chi(\theta)\,e^{ikx},
\end{equation}
with $\theta$ the angle of the velocity from the $x$ axis. The steady Boltzmann equation is $\mathbf v\cdot\nabla\delta f-e\mathbf E\cdot\partial f_0/\partial\mathbf p=-C\,\delta f$. Since $\partial f_0/\partial\mathbf p=\mathbf v\,\partial f_0/\partial\varepsilon$, the field term equals $+eEv\sin\theta\,(-\partial f_0/\partial\varepsilon)e^{ikx}$. Moving it to the right and cancelling the common factor gives
\begin{equation}
ikv\cos\theta\,\chi+C\chi=-eEv\sin\theta .
\label{kin}
\end{equation}

\textbf{Q.} A static electric field has no curl, but yours has. Is the problem consistent?

\textbf{A.} ``Static'' here means a frequency $\omega$ far below the relaxation rates. In Gaussian units Faraday's law then gives a magnetic field $B=ckE/\omega$. Its force enters at first order through $(\mathbf v\times\mathbf B)\cdot\partial f_0/\partial\mathbf p$, which vanishes because $\partial f_0/\partial\mathbf p$ is parallel to $\mathbf v$. At second order it matters, so $E$ must be small enough that the cyclotron rate $eB/(mc)=ekE/(m\omega)$ is small too. The magnetic field also induces a Landau diamagnetic current, a quantum effect absent from the Boltzmann equation. It is a quarter period out of phase with $E$, so the conductivity below describes the in-phase current.

\textbf{Q.} What do you assume about $C$?

\textbf{A.} It is diagonal in angular harmonics. Harmonic 0 is particle number and does not relax. Harmonic 1 is momentum and relaxes at $\gamma_{mr}$, through impurities and phonons. All harmonics from 2 upward relax at one total rate $\gamma>0$. This last assumption makes the sum tractable, and it is the one to distrust.

\section{From harmonics to a fraction}

\textbf{Q.} Why should density not respond as well?

\textbf{A.} The operator in (\ref{kin}) is unchanged by $\theta\to-\theta$, and the drive is odd. The even part $\chi_e$ therefore obeys the equation without drive. Multiply that equation by $\chi_e^*$ and average over angle. The streaming term is imaginary, so the real part says that the sum of relaxation rates times squared harmonic amplitudes is zero. For $\gamma_{mr}>0$ only a constant survives, and then $ikv\cos\theta\,\chi_e=0$ removes it for $k\ne0$. Density is an even harmonic, so none is induced, and
\begin{equation}
\chi=\sum_{l\ge1}s_l\sin l\theta .
\end{equation}

Now use $\cos\theta\sin l\theta=\frac12[\sin(l+1)\theta+\sin(l-1)\theta]$. The coefficient of $\sin l\theta$ in $\cos\theta\,\chi$ is $\frac12(s_{l-1}+s_{l+1})$, with $s_0=0$. Setting $q=kv/2$,
\begin{align}
\gamma_{mr}s_1+iq\,s_2&=-eEv,\label{first}\\
\gamma s_l+iq(s_{l-1}+s_{l+1})&=0,\qquad l\ge2.\label{rest}
\end{align}

\textbf{Q.} That is an infinite chain. Where do you stop?

\textbf{A.} Nowhere. Define $R_l=iq\,s_l/s_{l-1}$ and divide (\ref{rest}) by $s_l$. Because $iq\,s_{l-1}/s_l=(iq)^2/R_l=-q^2/R_l$, the result is
\begin{equation}
R_l=\frac{q^2}{\gamma+R_{l+1}},\qquad
R_2=\cfrac{q^2}{\gamma+\cfrac{q^2}{\gamma+\cdots}} .
\end{equation}
Equation (\ref{first}) becomes $(\gamma_{mr}+R_2)s_1=-eEv$. Thus $R_2$ is an additional friction on the momentum harmonic.

\textbf{Q.} You will now say that the tail equals the whole. That presumes the fraction converges.

\textbf{A.} The equations settle it without that presumption. The coefficients in (\ref{rest}) do not depend on $l$, so its solutions are built from powers $r^l$ with $iqr^2+\gamma r+iq=0$. Put $r=-iX/q$ and multiply by $iq$:
\begin{equation}
X^2+\gamma X-q^2=0,\qquad
X_\pm=\frac{-\gamma\pm\sqrt{\gamma^2+4q^2}}2 .
\end{equation}
The two values of $r$ have product 1. For $X=X_+>0$ we have $X^2=q^2-\gamma X<q^2$, so $|r|<1$; the other solution grows with $l$ and is not an acceptable function of angle. The decaying one has $R_l=X_+$ for every $l\ge2$. With $4q^2=v^2k^2$,
\begin{equation}
X=\frac{\sqrt{\gamma^2+v^2k^2}-\gamma}{2},\qquad \Gamma(k)=\gamma_{mr}+X .
\label{X}
\end{equation}

\textbf{Q.} And if I do cut the fraction off?

\textbf{A.} Start from $T_0=0$ and iterate $T_{j+1}=q^2/(\gamma+T_j)$. Each root satisfies $X_\pm=q^2/(\gamma+X_\pm)$, so subtraction gives
\begin{equation}
T_{j+1}-X_\pm=-\frac{X_\pm\,(T_j-X_\pm)}{\gamma+T_j}.
\end{equation}
Divide the upper-sign relation by the lower-sign one, and use $X_+X_-=-q^2$:
\begin{equation}
\frac{T_{j+1}-X_+}{T_{j+1}-X_-}
=-\frac{X_+^2}{q^2}\,\frac{T_j-X_+}{T_j-X_-}.
\end{equation}
The factor has modulus below one, so $T_j\to X_+$. The upper-sign relation also shows that successive errors alternate in sign. Near the limit each level multiplies the error by $-(X/q)^2$. For $vk=2\gamma$ this is $-0.382$, and the twelfth and eleventh truncations give the same ratio to three digits.

At $\gamma=0$ the iteration jumps between zero and infinity. The value meant there is the limit $\gamma\to0^+$, which is $X=q$.

\section{Current and an independent derivation}

\textbf{Q.} You have a friction. Show me the conductivity with its prefactor.

\textbf{A.} With both spins the density of states is $N=m/(\pi\hbar^2)$, and the average of $\sin^2\theta$ is $\frac12$. Hence
\begin{equation}
j_y=-eN\langle v\sin\theta\,\chi\rangle=-\frac{eNv\,s_1}{2}
=\frac{e^2Nv^2}{2\Gamma}E .
\end{equation}
The two minus signs, from the charge in the current and in the drive, cancel. Since $n=N\varepsilon_F=Nmv^2/2$, we have $Nv^2/2=n/m$ and
\begin{equation}
\sigma_T(k)=\frac{ne^2}{m}\,
\frac{1}{\gamma_{mr}+\frac12\left[\sqrt{\gamma^2+v^2k^2}-\gamma\right]} .
\label{sigma}
\end{equation}

\textbf{Q.} I would trust it more if it came out without harmonics.

\textbf{A.} For an odd $\chi$, the collision term is $C\chi=\gamma\chi-(\gamma-\gamma_{mr})s_1\sin\theta$. Equation (\ref{kin}) can then be solved at each angle:
\begin{equation}
\chi=\frac{-eEv+(\gamma-\gamma_{mr})s_1}{\gamma+ikv\cos\theta}\,\sin\theta .
\label{angle}
\end{equation}
Multiply by $\sin\theta/\pi$ and integrate. The left side is $s_1$, so $s_1=I\,[-eEv+(\gamma-\gamma_{mr})s_1]$. Write $\kappa=vk$ and $S=\sqrt{\gamma^2+\kappa^2}$. The imaginary part of the integrand cancels between $\theta$ and $\pi-\theta$, leaving
\begin{equation}
I=\frac{\gamma}{\pi}\int_0^{2\pi}\frac{\sin^2\theta\,d\theta}{\gamma^2+\kappa^2\cos^2\theta}
=\frac{\gamma}{\pi\kappa^2}\left[S^2J-2\pi\right],
\end{equation}
because $\kappa^2\sin^2\theta=S^2-(\gamma^2+\kappa^2\cos^2\theta)$. With $t=\tan\theta$,
\begin{equation}
J=\int_0^{2\pi}\frac{d\theta}{\gamma^2+\kappa^2\cos^2\theta}
=4\int_0^\infty\frac{dt}{\gamma^2t^2+S^2}=\frac{2\pi}{\gamma S}.
\end{equation}
Therefore $I=2(S-\gamma)/\kappa^2=2/(S+\gamma)$, using $\kappa^2=S^2-\gamma^2$. Dividing the relation for $s_1$ by $I$ gives
\begin{equation}
\left[\frac{S+\gamma}{2}-\gamma+\gamma_{mr}\right]s_1=-eEv .
\end{equation}
The bracket is $\gamma_{mr}+(S-\gamma)/2$, the same $\Gamma$.

\section{Two limits}

\textbf{Q.} Is $X$ viscosity under another name?

\textbf{A.} At long wavelength it is. The divergence of transverse momentum flux, per unit momentum, is
\begin{equation}
\frac{ikv\langle\cos\theta\sin\theta\,\chi\rangle}{\langle\sin\theta\,\chi\rangle}
=\frac{ikv\,s_2/4}{s_1/2}=\frac{iq\,s_2}{s_1}=X .
\end{equation}
For $vk\ll\gamma$, expanding the root gives
\begin{equation}
X=\nu k^2\left[1-\frac{v^2k^2}{4\gamma^2}+\cdots\right],\qquad \nu=\frac{v^2}{4\gamma}.
\end{equation}
The leading term is the first truncation, $T_1=q^2/\gamma$, which keeps harmonic 2 and drops harmonic 3. Since $X=q^2/(\gamma+X)<q^2/\gamma$, this viscous law overestimates the friction at every $k>0$.

\textbf{Q.} So more collisions mean less resistance?

\textbf{A.} With one common rate $\gamma$, yes, if $\gamma_{mr}$ and $k\ne0$ are held fixed: $\partial X/\partial\gamma=\frac12(\gamma/S-1)<0$. Frequent collisions shorten the distance over which momentum passes between layers.

\textbf{Q.} What replaces viscosity at short wavelength?

\textbf{A.} For $vk\gg\gamma$,
\begin{equation}
\Gamma=\frac{vk}{2}+\gamma_{mr}-\frac{\gamma}{2}+\frac{\gamma^2}{4vk}+\cdots .
\label{large}
\end{equation}
If $vk\gg\gamma_{mr}$ as well, $\sigma_T\to2ne^2/(mvk)$, and both rates drop out. Equation (\ref{angle}) shows why. The real part of $1/(\gamma+ikv\cos\theta)$ has peaks of height $1/\gamma$ and angular width of order $\gamma/(vk)$ at $\theta=\pm\pi/2$. The current comes from electrons moving nearly along the field stripes, and height times width does not contain $\gamma$.

\section{Numbers for a quantum well}

\textbf{Q.} Which regime would a device be in?

\textbf{A.} Take round parameters: $n=2.5\times10^{11}$ cm$^{-2}$, $m=0.07$ electron masses, mobility $10^6$ cm$^2$/Vs and $T=10$ K. They give $v=2.07\times10^7$ cm/s, $\varepsilon_F=8.55$ meV and $k_BT/\varepsilon_F=0.10$. The mobility fixes $\gamma_{mr}=0.0251$ ps$^{-1}$. For electron collisions I use the order-of-magnitude estimate
\begin{equation}
\gamma_{ee}=\frac{(k_BT)^2}{\hbar\varepsilon_F}=0.132\ \mathrm{ps}^{-1},
\end{equation}
with its prefactor set to one. If the momentum-relaxing scattering is isotropic, it relaxes the higher harmonics at $\gamma_{mr}$ too, so $\gamma=\gamma_{mr}+\gamma_{ee}=0.157$ ps$^{-1}$. The length $v/\gamma$ is 1.3 $\mu$m.

For a field period of 5 $\mu$m, $k=1.257\ \mu$m$^{-1}$ and $vk/\gamma=1.658$. Then
\begin{align}
X&=\frac{0.1571}{2}\left(\sqrt{1+1.658^2}-1\right)=0.0735\ \mathrm{ps}^{-1},\\
\Gamma&=0.02513+0.07354=0.09867\ \mathrm{ps}^{-1}.
\end{align}
The uniform-field conductivity is 40.05 mS, so $\sigma_T=40.05\times0.02513/0.0987=10.2$ mS. Three periods compare as follows, all conductivities in mS:

\begin{center}
\begin{tabular}{lccc}
Period ($\mu$m) & 20 & 5 & 1\\
$vk/\gamma$ & 0.41 & 1.66 & 8.29\\
$\sigma_T$ & 31.8 & 10.2 & 1.67\\
Viscous law & 31.6 & 7.6 & 0.37\\
Ballistic law & 30.9 & 7.7 & 1.55
\end{tabular}
\end{center}

The viscous law here is $(ne^2/m)/(\gamma_{mr}+\nu k^2)$, and the ballistic law is $2ne^2/(mvk)$. In Gaussian units the three values of $\sigma_T$ are $2.9\times10^{10}$, $9.2\times10^9$ and $1.5\times10^9$ cm/s.

\textbf{Q.} Your ballistic law works at 20 $\mu$m, where it has no business working.

\textbf{A.} That agreement is a crossing of two curves. The difference $\Gamma-vk/2$ starts at $\gamma_{mr}>0$ for $k=0$ and, by (\ref{large}), tends to $\gamma_{mr}-\gamma/2<0$ for these rates. It must vanish somewhere, and 20 $\mu$m lies near that point. At 5 $\mu$m both simple laws are about 25\% below the full result. At 1 $\mu$m the ballistic law is 7\% below it, while the viscous law is too small by a factor of 4.5.

The number of harmonics needed tells the same story. For 1\% accuracy in $X$ the fraction needs 2, 5 and 22 levels, which means keeping harmonics up to 3, 6 and 23.

\section{The equal-rate assumption}

\textbf{Q.} In two dimensions, head-on collisions relax odd harmonics poorly at low temperature. Does that spoil your single $\gamma$?

\textbf{A.} It can. Let even harmonics keep $\gamma$, and let the odd ones from 3 upward relax at $\gamma_o$. The chain now repeats every two steps, so the decaying solution has $R_4=R_2=X$ and
\begin{equation}
X=\cfrac{q^2}{\gamma+\cfrac{q^2}{\gamma_o+X}}
=\frac{q^2(\gamma_o+X)}{\gamma(\gamma_o+X)+q^2}.
\end{equation}
Clearing the denominator, the terms $q^2X$ cancel and $\gamma X^2+\gamma\gamma_oX-q^2\gamma_o=0$ remains. The positive root is
\begin{equation}
X=\frac12\left[\sqrt{\gamma_o^2+\frac{\gamma_o}{\gamma}v^2k^2}-\gamma_o\right].
\end{equation}
For $v^2k^2\ll\gamma\gamma_o$ this is still $v^2k^2/(4\gamma)$, so the viscosity depends on the rate of harmonic 2 alone. The first correction is now a factor $1-v^2k^2/(4\gamma\gamma_o)$, so slow odd harmonics narrow the range of $k$ in which the viscous law holds. Beyond that limit the odd rates matter.

In the extreme case electron collisions do not relax odd harmonics at all, so $\gamma_o=\gamma_{mr}$. The conductivity then rises by 3\%, 49\% and 120\% at 20, 5 and 1 $\mu$m, relative to the equal-rate values. The last result is 2.4 times the ballistic value because this extreme keeps odd rates low for arbitrarily high harmonics: $X$ then tends to $\sqrt{\gamma_o/\gamma}\,vk/2$, not $vk/2$.

\textbf{Q.} Then what may I carry over to a real well?

\textbf{A.} The parameters are roughly those of a good semiconductor quantum well near 10 K; the best wells have higher mobility at lower temperature. The 20 $\mu$m result depends only weakly on how slowly odd harmonics really relax, while those at 5 and 1 $\mu$m can depend on it strongly if disorder scatters isotropically. At $k_BT/\varepsilon_F=0.10$ I expect less than the extreme shift, but this calculation does not determine how much less. The prefactor of $\gamma_{ee}$ matters too: at 5 $\mu$m, halving $\gamma_{ee}$ lowers $\sigma_T$ by 16\% and doubling it raises $\sigma_T$ by 31\%, with $\gamma_{mr}$ fixed and equal rates for all harmonics from 2 upward. Disorder in high-mobility wells often scatters through small angles, which relaxes higher harmonics faster than isotropic scattering does. If its contribution to the rate of harmonic $l$ is $l^2\gamma_{mr}$, $\sigma_T$ rises by about 7\%, 14\% and 2\% at 20, 5 and 1 $\mu$m. Such disorder also relaxes the odd harmonics. If electron collisions then do not relax them at all, $\sigma_T$ rises further by only about 6\% at 5 $\mu$m and 16\% at 1 $\mu$m.

Several other neglected effects are smaller here. Thermal spread of speeds, treated as independent energy shells, lowers $\sigma_T$ by about 0.5\%; if collisions couple the shells by conserving only the total momentum, the decrease reaches about 1\% at 5 $\mu$m. Within the Boltzmann equation, a frequency of 100 MHz changes it by at most 2\% at these periods. At that frequency and a field of 0.1 mV/cm, the cyclotron rate stays at or below 1\% of $\gamma_{mr}$. At short periods the bending of a path in a time $1/\gamma$ must also be small against the angular width $\gamma/(vk)$; for equal rates the ratio is about 0.013 at 1 $\mu$m, and it is larger if odd harmonics relax slowly. Landau diamagnetism is not always small: it adds an out-of-phase conductivity of magnitude $e^2k^2/(12\pi m\omega)$. At 100 MHz this is 0.3\% of $\sigma_T$ at 5 $\mu$m but 40\% at 1 $\mu$m, and it grows as the frequency falls. The ratio $k/k_F$ reaches 0.05 at 1 $\mu$m. The Landau interaction has not been sized. Walls are absent as well, so $\sigma_T(k)$ is a bulk response and not the conductance of a narrow channel, which also needs a boundary condition. The numerical output lists the remaining intermediate values.

\section*{Computed values}
\begin{verbatim}
INPUTS
density: 2.5e+11 cm^-2
mass / electron mass: 0.07
mobility: 1e+06 cm^2/(V s)
temperature: 10 K
field amplitude: 0.1 mV/cm
test frequency: 100 MHz
DERIVED
Fermi wavevector: 0.1253 1/nm
Fermi speed: 2.073e+07 cm/s
Fermi energy: 8.55 meV
k_B T / E_F: 0.1008
gamma_mr: 0.02513 1/ps
gamma_ee estimate: 0.132 1/ps
gamma total: 0.1571 1/ps
v_F/gamma: 1.32 um
v_F/gamma_mr: 8.249 um
viscosity v_F^2/(4 gamma): 683.8 cm^2/s
sqrt(viscosity/gamma_mr): 1.65 um
uniform-field conductivity: 40.05 mS
THREE FIELD PERIODS, IN ORDER
period: 20, 5, 1 um
k: 0.3142, 1.257, 6.283 1/um
k v_F/gamma: 0.4145, 1.658, 8.291
X: 0.006481, 0.07354, 0.5774 1/ps
Gamma: 0.03161, 0.09867, 0.6025 1/ps
sigma_T: 31.84, 10.2, 1.67 mS
sigma_T Gaussian: 2.862e+10, 9.167e+09, 1.501e+09 cm/s
viscous approximation: 31.57, 7.561, 0.3694 mS
ballistic approximation: 30.91, 7.728, 1.546 mS
harmonic ratio modulus: 0.1991, 0.5647, 0.8866
fraction levels for 1% in X: 2, 5, 22
current amplitude: 0.3184, 0.102, 0.0167 nA/um (x 1e-3 = uA/um)
NEGLECTED EFFECTS, SAME ORDER
slow odd harmonics, change: 3.099, 49.18, 120.4 %
thermal speeds, change: -0.5088, -0.513, -0.4118 %
gamma_ee halved, change: -11.13, -16.06, -4.722 %
gamma_ee doubled, change: 9.945, 31.3, 10.02 %
finite frequency, change: 1.912, 0.4828, 0.05839 %
cyclotron rate/gamma_mr: 0.0005, 0.002, 0.01
drift speed/v_F: 3.835e-06, 1.229e-06, 2.012e-07
k/k_F: 0.002507, 0.01003, 0.05013
TESTS
worst relative error of Gamma on angle grid: 1.2e-15
fraction error ratio, measured: -0.382
fraction error ratio, predicted: -0.382
sigma_T from momentum integral, 5 um: 10.2 mS
\end{verbatim}
